# Landau coefficients of a ferroelectric film at fixed in-plane strain

## One fixed strain and one free strain

Take a film whose polarization $P$ couples to two normal strains. A thick substrate fixes the in-plane strain $\eta_1$. The strain along the film normal, $\eta_3$, is free because nothing presses on the top surface. With $P$ uniform, the energy per volume is

$$f=\frac a2P^2+\frac b4P^4+\frac{C_{11}}2\eta_1^2+C_{13}\eta_1\eta_3+\frac{C_{33}}2\eta_3^2-P^2(q_1\eta_1+q_3\eta_3).$$

The coefficients $a$ and $b$ belong to a crystal whose strains are held fixed. The minus sign defines $q$: a positive $q_3$ favours extension along the normal when the film polarizes.

The terms containing $\eta_3$ are $\tfrac12C_{33}\eta_3^2-g\eta_3$ with $g=q_3P^2-C_{13}\eta_1$. Their derivative vanishes at $\eta_3=g/C_{33}$, which is a minimum for $C_{33}>0$, and their value there is

$$-\frac{g^2}{2C_{33}}=-\frac{q_3^2}{2C_{33}}P^4+\frac{C_{13}q_3}{C_{33}}\eta_1P^2-\frac{C_{13}^2}{2C_{33}}\eta_1^2.$$

The last term does not contain $P$. The other two join the terms already present:

$$P^2:\quad \frac a2-q_1\eta_1+\frac{C_{13}q_3}{C_{33}}\eta_1,\qquad P^4:\quad \frac b4-\frac{q_3^2}{2C_{33}}.$$

Writing these as $a^*/2$ and $b^*/4$ means multiplying by 2 and by 4:

$$a^*=a-2\left(q_1-\frac{C_{13}}{C_{33}}q_3\right)\eta_1,\qquad b^*=b-\frac{2q_3^2}{C_{33}}.$$

The fixed strain shifts the quadratic coefficient. The free strain lowers the quartic one, because the film can relax along its normal as it polarizes.

**Limit.** Let $C_{33}\to\infty$ with the other constants fixed. The normal strain is then frozen, and the formulas give $a^*=a-2q_1\eta_1$ and $b^*=b$, as direct substitution of $\eta_3=0$ requires.

## All six strains

Let $\eta$ hold the six strains in Voigt order, with engineering shears, measured from the unstrained parent phase at $P=0$. The parent is assumed symmetric under $P\to-P$ at given strain, so a term linear in both $P$ and strain is forbidden, and the lowest coupling is

$$f=\frac a2P^2+\frac b4P^4+\frac c6P^6+\frac12\eta^TC\eta-P^2q^T\eta.$$

This is a mean-field energy with one polar amplitude, harmonic elasticity and a positive definite stiffness $C$. Strains are small, so the difference between reference and deformed volumes is neglected. If a film needs further lattice-mode amplitudes besides $P$, they must be added before the result is used.

With axis 3 along the film normal, the substrate fixes $m=(\eta_1,\eta_2,\eta_6)$. The strains $e=(\eta_3,\eta_4,\eta_5)$ are free. Divide the constants accordingly:

$$C=\begin{pmatrix}A&B\\B^T&D\end{pmatrix},\qquad q=\begin{pmatrix}q_i\\q_o\end{pmatrix}.$$

The elastic and coupling terms become

$$\tfrac12m^TAm+m^TBe+\tfrac12e^TDe-P^2q_i^Tm-P^2q_o^Te.$$

Differentiating with respect to $e$ gives the stresses $\sigma_3,\sigma_4,\sigma_5$, which are the tractions on the top surface. Setting them to zero gives

$$De=g,\qquad g=P^2q_o-B^Tm.$$

A diagonal block of a positive definite matrix is positive definite, so $D$ can be inverted and the solution is the unique minimum. At $e=D^{-1}g$ the terms $\tfrac12e^TDe-e^Tg$ equal

$$-\tfrac12g^TD^{-1}g=-\tfrac12P^4q_o^TD^{-1}q_o+P^2q_o^TD^{-1}B^Tm-\tfrac12m^TBD^{-1}B^Tm.$$

The two cross terms are equal because $D$ is symmetric, which cancels the factor $\tfrac12$. Collecting powers of $P$,

$$f^*=\tfrac12m^TMm+\frac{a^*}2P^2+\frac{b^*}4P^4+\frac c6P^6,$$

$$a^*=a-2r^Tm,\qquad b^*=b-2q_o^TD^{-1}q_o,$$

$$r=q_i-BD^{-1}q_o,\qquad M=A-BD^{-1}B^T.$$

The sixth-order coefficient is unchanged: the free strain is linear in $P^2$, so elimination produces nothing beyond $P^4$.

Direct numerical minimization for a triclinic stiffness, in which every strain is coupled to every other, tests these formulas. The coefficients read from the minimum energies differ from them by at most $4\times10^{-14}$ in GPa-based units.

**Orthorhombic limit.** Let the parent's axes lie along the film axes, and let $P$ point along one of them. Each shear strain is then reversed by some symmetry operation of the parent that leaves $P^2$ unchanged, so $q_4=q_5=q_6=0$. The same symmetry makes $D$ diagonal and leaves $C_{13}$ and $C_{23}$ as the nonzero entries of $B$. Therefore

$$r_j=q_j-\frac{C_{j3}}{C_{33}}q_3\quad(j=1,2),\qquad r_6=0,\qquad b^*=b-\frac{2q_3^2}{C_{33}}.$$

With one in-plane strain this is the opening case.

## Why the thickness drops out

So far $f^*$ is an energy density for uniform $P$. Now let $P(z)$ vary through the thickness $t$ but not along the film. A coherent, flat film has the displacement

$$u_\alpha=\sum_{\beta=1,2}G_{\alpha\beta}x_\beta+w_\alpha(z)\quad(\alpha=1,2),\qquad u_3=w_3(z),$$

with constants $G_{\alpha\beta}$ set by the substrate. The strains follow by differentiation:

$$\eta_1=G_{11},\quad\eta_2=G_{22},\quad\eta_6=G_{12}+G_{21},$$

$$\eta_3=w_3',\quad\eta_4=w_2',\quad\eta_5=w_1'.$$

The in-plane strains are the same at every depth. The other three can be chosen independently at each depth, since integrating them from the substrate upward always gives an allowed displacement. The elastic minimum can therefore be taken separately at each $z$, and the energy per area is

$$\frac FS=\int_0^tf^*(P(z))\,dz,$$

where $S$ is the film area. For uniform $P$ this is $t f^*(P)$. The total energy is then proportional to the thickness; the coefficients in the density do not depend on it. Gradient or electrostatic energies that depend on $P(z)$ but not on strain are added to this integral without changing the elimination.

A layered triclinic film with the displacements as unknowns tests the argument. At uniform $P$ its energy density is $0.05509764$ GPa for both 5 nm and 50 nm. A nonuniform profile also reproduces the sum of local energies at both thicknesses.

The result has definite conditions:

- **Misfit relaxation.** If dislocations make the mean in-plane strain depend on thickness, and this mean strain describes the film adequately, then $a^*(t)=a-2r^Tm(t)$. The quartic coefficient still does not depend on $t$ in this model.
- **Interface energy.** An extra energy $\gamma P^2/2$ per area gives $t(a^*+\gamma/t)P^2/2$. The effective quadratic coefficient then acquires a $1/t$ term.
- **Higher coupling.** Adding $-P^4h^T\eta$ to the energy replaces $P^2q$ by $P^2q+P^4h$ in the elimination. The quartic coefficient then gains $-4(h_i-BD^{-1}h_o)^Tm$, and misfit relaxation can reach it too. The sixth-order coefficient also changes, by $-6q_o^TD^{-1}h_o$, and a negative term $-\tfrac12P^8h_o^TD^{-1}h_o$ appears, so for $h_o\ne0$ the expansion needs a positive eighth-order term to remain bounded below.
- **Lateral structure.** If $P^2$ or the crystal orientation varies along the film, as at domain walls or between differently oriented grains, the displacement in general no longer has the assumed form, and the local elimination above does not apply there. Domains that differ only in the sign of $P$ have the same $P^2$, and hence the same relaxed strains at distances from their walls that are large compared with the film thickness.

## The stress-free crystal as reference

Landau coefficients may be known for a stress-free crystal instead of a clamped one. In that case all six strains minimize the energy. The condition $C\eta=P^2q$ gives

$$\eta=P^2Q,\qquad Q=Sq,\qquad S=C^{-1},$$

and the elastic and coupling terms become $-\tfrac12P^4q^TSq$. Hence $a$ is unchanged and

$$b_{\rm free}=b-2q^TSq.$$

To express the film in these quantities, use two blocks of $CS=1$:

$$AS_{ii}+BS_{oi}=1,\qquad B^TS_{ii}+DS_{oi}=0.$$

The second gives $S_{oi}=-D^{-1}B^TS_{ii}$. Inserted in the first, it gives $MS_{ii}=1$, so $M=(S_{ii})^{-1}$, which is positive definite. Next, $q=CQ$ reads

$$q_i=AQ_i+BQ_o,\qquad q_o=B^TQ_i+DQ_o.$$

Therefore

$$r=AQ_i+BQ_o-BD^{-1}(B^TQ_i+DQ_o)=MQ_i.$$

Finally, $Q_o=D^{-1}(q_o-B^TQ_i)$ gives

$$q^TSq=q_i^TQ_i+q_o^TQ_o=q_o^TD^{-1}q_o+(q_i-BD^{-1}q_o)^TQ_i.$$

The last term is $r^TQ_i=Q_i^TMQ_i$. Subtracting the two definitions of the quartic coefficient,

$$b^*=b_{\rm free}+2Q_i^TMQ_i,\qquad b_{\rm free}\le b^*\le b.$$

The quartic term resists polarization at least as strongly in the film as in the free crystal, and at most as strongly as in the fully clamped one. The misfit also shifts $a^*$, so the film's spontaneous polarization can lie above or below that of the free crystal. If $b_{\rm free}<0<b^*$ and $c>0$, the uniform transition driven by $a$ is discontinuous in the free crystal but continuous in the film.

The same result can be written as

$$f^*=\frac a2P^2+\frac{b_{\rm free}}4P^4+\frac c6P^6+\frac12(m-P^2Q_i)^TM(m-P^2Q_i).$$

Here $P^2Q_i$ is the in-plane strain that the polarized crystal would choose. The last term is the cost of holding it at $m$ instead.

**Equal in-plane axes.** Let $Q_1=Q_2=Q_{12}$, $s_{11}=s_{22}$, $m=(u,u,0)$, with no coupling to in-plane shear. The vector $(1,1)$ is an eigenvector of the normal-strain block of $S_{ii}$ with eigenvalue $s_{11}+s_{12}$. Thus

$$a^*=a-\frac{4Q_{12}u}{s_{11}+s_{12}},\qquad b^*=b_{\rm free}+\frac{4Q_{12}^2}{s_{11}+s_{12}}.$$

The factors 4 belong to the convention $aP^2/2+bP^4/4$. If the energy is written $\alpha_1P^2+\alpha_{11}P^4$, so that $\alpha_1=a/2$ and $\alpha_{11}=b/4$, the shifts are $-2Q_{12}u/(s_{11}+s_{12})$ and $+Q_{12}^2/(s_{11}+s_{12})$.

**A matched substrate.** Take $c=0$, $a<0$ and $b_{\rm free}>0$. The free crystal has $P_f^2=-a/b_{\rm free}$. Choose the substrate so that $m=P_f^2Q_i$. Then

$$a^*=a-2P_f^2Q_i^TMQ_i=-P_f^2b_{\rm free}-P_f^2(b^*-b_{\rm free})=-P_f^2b^*.$$

The film has the same spontaneous polarization as the free crystal, as it should when the substrate imposes the strain the crystal prefers. If $Q_i\ne0$, its quartic coefficient is nevertheless larger, because the substrate resists departures from that state.

## Letting the substrate yield

Fixed strain is itself a limit. Give the substrate thickness $H$ and in-plane stiffness $M_s$, defined like $M$, and let $m_0$ be the film strain that an undeformed substrate would impose. Both bodies are held flat and remain bonded, with uniform in-plane strain. Apart from terms independent of $m$, the energy per area is

$$t\left(\tfrac12m^TMm-P^2r^Tm\right)+\tfrac H2(m-m_0)^TM_s(m-m_0).$$

Its derivative vanishes when

$$Km=tP^2r+HM_sm_0,\qquad K=tM+HM_s.$$

The minimum contains $-\tfrac12(tP^2r+HM_sm_0)^TK^{-1}(tP^2r+HM_sm_0)$. Expanding this, dividing by $t$, and adding the remaining film terms gives

$$a_{\rm eff}=a-2r^TK^{-1}HM_sm_0,\qquad b_{\rm eff}=b^*-2t\,r^TK^{-1}r.$$

For $t/H\to0$, $K^{-1}HM_s\to1$ and $tK^{-1}\to0$, which restores $a^*$ and $b^*$ at $m=m_0$. For $t/H\to\infty$, $tK^{-1}\to M^{-1}$. The misfit term disappears, and $b_{\rm eff}\to b^*-2r^TM^{-1}r=b_{\rm free}$, since $r=MQ_i$. To first order in $t/H$,

$$b_{\rm eff}\simeq b^*-2\frac tH\,r^TM_s^{-1}r.$$

The thickness independence is thus the leading result for a film much thinner than its substrate. This formula holds for a substrate held flat. If the substrate is free to bend, the film pulls on its surface, a distance $H/2$ from the midplane. A force $F$ per width then strains that surface by $M_s^{-1}F/H$ through stretching and by $M_s^{-1}F(H/2)^2/(H^3/12)=3M_s^{-1}F/H$ through bending, so the first-order corrections are four times larger.

## Numbers for an orthorhombic model film

The parameters are round values for a model, not those of a named material. Stiffnesses are in GPa, $q$ is in GPa m$^4$/C$^2$, and $P$ is in C/m$^2$. Take $a=-1$ GJ m/C$^2$, $b=4$ GJ m$^5$/C$^4$ and $c=0$, with

$$C_{11}=400,\ C_{22}=420,\ C_{33}=380,\ C_{12}=150,\ C_{13}=120,\ C_{23}=140,$$

$$q_1=6,\quad q_2=4,\quad q_3=-10,\quad m=(0.010,\,0.005,\,0).$$

The two in-plane couplings are

$$r_1=6+\frac{120\times10}{380}=9.158,\qquad r_2=4+\frac{140\times10}{380}=7.684.$$

Hence

$$a^*=-1-2(9.158\times0.010+7.684\times0.005)=-1.260\ \text{GJ m/C}^2,$$

$$b^*=4-\frac{2\times10^2}{380}=3.474\ \text{GJ m}^5/\text{C}^4.$$

The free-crystal strain coefficients are $Q=(0.02096,\,0.01484,\,-0.03840)$ m$^4$/C$^2$ for the three normal strains, so

$$b_{\rm free}=4-2(6\times0.02096+4\times0.01484+10\times0.03840)=2.862.$$

The compliance form gives the film value again: $2.862+2(9.158\times0.02096+7.684\times0.01484)=3.474$. If $2.862$ were used in place of $b$ in the fixed-strain formula, the result would be $2.8618-0.5263=2.3355$, which is too low by $1.138$. Of this error, $0.526$ is the relaxation along the normal, counted twice, and $0.612$ is in-plane relaxation, which the substrate prevents.

For $c=0$, $a^*<0$ and $b^*>0$, the condition $a^*P+b^*P^3=0$ gives $P_s=\sqrt{-a^*/b^*}$ on the positive branch. The corresponding values, in C/m$^2$, are:

- all strains held at zero: $0.500$;
- film with zero in-plane strain: $0.537$;
- stress-free crystal: $0.591$;
- film with the chosen in-plane strain: $0.602$.

At zero misfit the substrate lowers $P_s$ by about 9 percent relative to the free crystal. The chosen tension then raises it by about 12 percent relative to the film without misfit, the factor being $\sqrt{1.260}$. The matched substrate would have strains $0.591^2Q_1=0.0073$ and $0.591^2Q_2=0.0052$. The chosen strain exceeds the first and lies slightly below the second.

### Strain and field response

From the zero-traction condition, with $P_s^2=1.260/3.474=0.3627$,

$$\eta_3=\frac{q_3P_s^2-C_{13}\eta_1-C_{23}\eta_2}{C_{33}}=\frac{-3.627-1.200-0.700}{380}=-0.0145.$$

At this $P_s$, the polarization term supplies about two thirds of the sum and the in-plane strains one third. The tension has also raised $P_s$, however. Without it the film would have $P_s^2=1/3.474=0.2879$ and $\eta_3=-2.879/380=-0.0076$, so the tension accounts for nearly half of the contraction in all.

Now let $P$ lie along the normal and apply a field $E$ in that direction, adding $-EP$ to the energy. This assumes electrodes that screen the polarization charge perfectly. A screening length $\lambda\ll t$ at each electrode leaves a depolarizing field that acts as an interface energy with $\gamma=2\lambda/\varepsilon_0$. For $\lambda=0.023$ nm and $t=10$ nm it raises $a^*$ by $0.52$ GJ m/C$^2$, which lowers $P_s$ to $0.46$ C/m$^2$ and changes the two responses below to about 76 and $-16.4$ pm/V. The values that follow are for $\lambda=0$. Equilibrium is $E=a^*P+b^*P^3$. Its slope at $P_s$ is

$$\frac{dE}{dP}=a^*+3b^*P_s^2=-2a^*=2.520\ \text{GJ m/C}^2.$$

The relative susceptibility is the inverse of this slope divided by $\varepsilon_0$, which gives about 45. At fixed in-plane strain, $d\eta_3/dP=2P_sq_3/C_{33}$, so

$$\frac{d\eta_3}{dE}=\frac{2P_sq_3}{C_{33}(-2a^*)}=\frac{2\times0.6023\times(-10)}{380\times2.520}\ \frac{\text{nm}}{\text V}=-12.6\ \text{pm/V}.$$

Minimizing the original energy in a small finite field gives the same value. For $P_s>0$ the sign is that of $q_3$: this film becomes thinner when the field strengthens its polarization. In a free crystal the sign would be set by $Q_3$. The two are related by

$$q_3=C_{13}Q_1+C_{23}Q_2+C_{33}Q_3.$$

They can differ in sign if the in-plane terms outweigh the last one. Here the terms are $2.51+2.08-14.59=-10.0$, so both are negative, but clamping reduces the strain per $P^2$ from $-0.0384$ to $-10/380=-0.0263$ m$^4$/C$^2$.

### How thick must the substrate be?

Take an isotropic substrate with $C_{11}=180$, $C_{12}=60$ and $C_{44}=60$ GPa. A 10 nm film on 0.5 mm has $t/H=2\times10^{-5}$, and both coefficients agree with the fixed-strain values to about one part in $10^5$. At $t/H=0.01$ they are $-1.254$ and $3.460$, changes of about 0.5 and 0.4 percent relative to $a^*$ and $b^*$. These values, and those below, are for a substrate held flat. If it is free to bend, the deviations at $t/H=2\times10^{-5}$ are three to four parts in $10^5$, and at $t/H=0.01$ the coefficients are $-1.237$ and $3.420$, changes of about 1.8 and 1.5 percent.

The first-order formula can be checked here. For this substrate the diagonal entries of $M_s$ for normal strains are $180-60^2/180=160$ GPa, and the off-diagonal entry is $60-60^2/180=40$ GPa. Thus

$$r^TM_s^{-1}r=\frac{160(r_1^2+r_2^2)-80r_1r_2}{160^2-40^2}=0.718.$$

The predicted drop in $b$ is $2\times0.01\times0.718=0.0144$; the full formula gives $0.0140$. At equal thickness the coefficients are $-1.078$ and $3.045$, and at $t/H=100$ they are $-1.001$ and $2.864$, close to the free-crystal pair $-1$ and $2.862$. The numerical output below lists these values with further digits.

## Calculated quantities

```
TRICLINIC TEST FILM
largest coefficient error (GPa-based units): 3.9e-14
energy density, 5 nm film: 0.05509764 GPa
energy density, 50 nm film: 0.05509764 GPa
MODEL INPUTS
a = -1.000 GJ m/C^2
b = 4.000 GJ m^5/C^4
C11, C22, C33 = 400, 420, 380 GPa
C12, C13, C23 = 150, 120, 140 GPa
C44, C55, C66 = 100, 90, 120 GPa
q1, q2, q3 = 6.0, 4.0, -10.0 GPa m^4/C^2
in-plane strains 1, 2, 6 = 0.010, 0.005, 0.000
COEFFICIENTS
r1, r2 = 9.1579, 7.6842 GPa m^4/C^2
a* = -1.2600 GJ m/C^2
b* = 3.4737 GJ m^5/C^4
b of stress-free crystal = 2.8618 GJ m^5/C^4
Q1, Q2, Q3 = 0.02096, 0.01484, -0.03840 m^4/C^2
M11, M12, M22 = 362.11, 105.79, 368.42 GPa
SPONTANEOUS POLARIZATION
all strains held at zero: 0.5000 C/m^2
stress-free crystal: 0.5911 C/m^2
film, zero in-plane strain: 0.5365 C/m^2
film, given in-plane strain: 0.6023 C/m^2
same, direct minimization: 0.6023 C/m^2
ELECTROMECHANICS OF THE STRAINED FILM
out-of-plane strain: -1.4545 percent
relative susceptibility: 44.82 (no unit)
thickness response: -12.579 pm/V
same, finite field: -12.579 pm/V
FINITE SUBSTRATE
substrate C11, C12, C44 = 180, 60, 60 GPa
t/H (no unit); a_eff (GJ m/C^2); b_eff (GJ m^5/C^4)
2e-05; -1.25999; 3.47366
1e-02; -1.25405; 3.45965
1e+00; -1.07781; 3.04462
1e+02; -1.00111; 2.86440
```
